# Breadth-First Phase Assignment and Odd-Cycle Conflicts in Alternating Phase-Shift Masks

## Definitions and conventions

An alternating phase-shift mask has clear openings in an opaque film. Some openings are etched into the glass so that their light emerges half a cycle out of step with the rest. The assignment problem is to choose which ones.

Let \(V\) be the finite set of openings. Opening \(u\) has phase \(\phi_u\in\{0,\pi\}\) and sign

\[
s_u=e^{i\phi_u}\in\{+1,-1\}.
\]

Let \(E\) be the set of pairs that must have opposite phase. Each pair is an edge of the constraint graph \(G=(V,E)\) and imposes

\[
s_us_v=-1 . \tag{1}
\]

No opening is constrained against itself. Every opening is surrounded by opaque film, so there is no bare phase step in a clear area. Lengths are at wafer scale unless called mask scale, and intensity is relative to a large clear area.

The scheme returns either signs that satisfy every constraint or a simple cycle with an odd number of edges. The second result proves that no assignment satisfies the given constraints. It is a statement about \(G\); whether \(G\) represents the optics well is a separate question, treated next.

## Where a constraint comes from

For a thin mask and scalar light, let a source point have spatial frequency \(\mathbf q\). Opening \(j\), with unit transmission, has the wafer field

\[
E_j(\mathbf r;\mathbf q)=\int_{|\mathbf f|\le \mathrm{NA}/\lambda}
\widehat O_j(\mathbf f-\mathbf q)\,e^{2\pi i\mathbf f\cdot\mathbf r}\,d^2f ,
\]

where \(\widehat O_j\) is the Fourier transform of the opening. Fields from one source point add; different source points are mutually incoherent, so their intensities add:

\[
I(\mathbf r)=\sum_{\mathbf q}w_{\mathbf q}
\Big|\sum_j s_jE_j(\mathbf r;\mathbf q)\Big|^2,\qquad \sum_{\mathbf q} w_{\mathbf q}=1 .
\]

Take two equal parallel slots, mirror images about \(x=0\), and look at the middle of the gap. Mirroring exchanges the slots and reverses \(q_x\). If the first field is \(e(q_x)\), the second is \(e(-q_x)\), and the total is

\[
E=s_1e(q_x)+s_2e(-q_x).
\]

For on-axis light, \(q_x=0\), this is \(e(0)(s_1+s_2)\). Equal signs double the field; opposite signs cancel it. An extended source leaves the residue \(e(q_x)-e(-q_x)\), which vanishes at \(q_x=0\) but not in general elsewhere.

The example uses wavelength 248 nm, NA 0.60 and a uniform disc source of partial coherence 0.30. Two slots 200 nm wide and 2000 nm long, separated by 100 nm, give a mid-gap intensity of 0.441 with equal phases and 0.021 with opposite phases. The contribution of one slot follows from

\[
|a+b|^2+|a-b|^2=2|a|^2+2|b|^2 .
\]

The source is symmetric, so both slots have the same average intensity \(I_1\) at the midpoint. Hence \(I_{\rm same}+I_{\rm opp}=4I_1\), and

\[
I_1=\frac{0.441+0.021}{4}=0.1155 .
\]

Adding intensities without interference would give 0.231. Equal phases nearly double that value, while opposite phases remove most of it.

The print threshold is set at 0.30. A gap is called dark if its midpoint is below 0.10, which leaves a factor of three in dose. The critical gap \(g_c\) is defined by \(I_{\rm same}(g_c)=0.10\), giving \(g_c=174.6\) nm. At the sampled gaps from 5 nm above \(g_c\) up to 600 nm, the largest equal-phase intensity was 0.087, so the wider gaps sampled do not need opposite phases.

For two axis-parallel rectangles, let \(d_x\) and \(d_y\) be their edge separations along the axes, set to zero when the projections overlap. The rule is

\[
\{u,v\}\in E\quad\text{if}\quad \sqrt{d_x^2+d_y^2}<g_c . \tag{2}
\]

This is a design rule for the stated optics and slot width. It comes from an isolated pair of long slots and is not a theorem about short openings with neighbours. A layout that depends on it should also be imaged.

## Why an odd cycle is a proof

Suppose an assignment exists and \(v_1,v_2,\ldots,v_k,v_1\) is a cycle. Multiply (1) over its \(k\) edges:

\[
(s_{v_1}s_{v_2})(s_{v_2}s_{v_3})\cdots(s_{v_k}s_{v_1})=(-1)^k .
\]

Each sign occurs twice on the left, and \(s_v^2=1\), so the left side is 1. Therefore \((-1)^k=1\) and \(k\) is even. An odd cycle contradicts the existence of an assignment. Checking this certificate requires only confirming that the listed edges exist and counting them.

The same product says how badly an odd cycle must fail. For any signs, the number of satisfied edges on a cycle is even, because their factors of \(-1\) must multiply to 1. On an odd cycle the number of violated edges is then odd, hence at least one.

## The algorithm

Breadth-first search gives a root level 0 and gives each newly reached opening a level one higher than its parent. The sign is

\[
s_v=(-1)^{\mathrm{level}(v)} . \tag{3}
\]

```
function assign_phases(neighbours):
    mark every opening as unlabelled
    for each opening root:
        if root is labelled: continue
        level[root] = 0; parent[root] = none
        queue = [root]
        while queue is not empty:
            u = remove first item of queue
            for v in neighbours[u]:
                if v is unlabelled:
                    level[v] = level[u] + 1
                    parent[v] = u
                    append v to queue
                else if level[u], level[v] have equal parity:
                    return CONFLICT, odd_cycle(u, v)
    return PHASES, pi * (level mod 2) for each opening

function odd_cycle(u, v):
    left = [u]; right = [v]
    while last(left) != last(right):
        append parent[last(left)] to left
        append parent[last(right)] to right
    remove the last item of right
    return left followed by reversed(right)
```

The returned list closes on itself: its last opening is \(v\), its first is \(u\), and the edge between them revealed the conflict.

### Levels of neighbours

The queue holds levels in non-decreasing order, and they span at most one unit. This is true when it holds the root alone. If an opening of level \(\ell\) is removed from the front, the remaining entries have levels \(\ell\) or \(\ell+1\). New entries have level \(\ell+1\) and go to the back, so the property persists.

Consider an edge \(\{u,v\}\) with \(u\) removed first. When \(v\) is inspected from \(u\), either it receives level \(\ell+1\), or it is already in the queue with level \(\ell\) or \(\ell+1\). Thus

\[
|\mathrm{level}(u)-\mathrm{level}(v)|\le1. \tag{4}
\]

If no edge joins equal parities, (3) gives \(s_us_v=-1\) on every edge and the assignment is valid. If an edge joins equal parities, (4) forces the two levels to be equal.

### The reported cycle

Let the conflict edge join \(u\) and \(v\), both at level \(\ell\). Each parent step lowers the level by one, so the two climbs stay level with each other. They meet at the root at the latest. Let the first meeting occur after \(h\) steps, \(1\le h\le\ell\).

Before the meeting, the two openings at any given level differ, and openings at different levels are distinct. The cycle therefore repeats no opening. It has \(h\) edges on each branch and one conflict edge:

\[
k=2h+1 , \tag{5}
\]

which is odd. Stopping at the first common ancestor also removes any path shared by both branches.

### Number of assignments

Let \(s\) and \(s'\) both satisfy (1), and put \(t_u=s_us'_u\). On each edge,

\[
t_ut_v=(s_us_v)(s'_us'_v)=(-1)(-1)=1 ,
\]

so \(t_u=t_v\). Thus \(t\) is constant on each connected component: two solutions can differ only by reversing whole components. Every such reversal preserves (1). With \(c\) components, a solvable graph has \(2^c\) assignments.

All 1024 graphs on five labelled vertices were tested against exhaustive sign enumeration. The search reported a conflict for the 648 graphs with no valid assignment, and the count \(2^c\) held for the other 376.

## Finding a shortest conflict

The first odd cycle found need not be the shortest. Take a five-edge ring 0–1–2–3–4–0, join vertex 2 to vertex 5, and add the triangle 5–6–7–5. A search from vertex 0 reports the five-edge ring, although a three-edge cycle exists.

Running the search once from every root and keeping the shortest result cures this. To see why, let a shortest odd cycle have length \(2k+1\), and start at an opening on it. Every opening on the cycle can be reached along it in at most \(k\) steps. By (4), each step raises the level by at most one, so all levels on the cycle are at most \(k\).

Some edge of the cycle joins equal levels; otherwise parity would alternate all the way around an odd cycle. The search removes openings in order of level, so it meets its first conflict at a level \(\ell\le k\). By (5), the returned length obeys

\[
2h+1\le2\ell+1\le2k+1 .
\]

No odd cycle is shorter than \(2k+1\), so equality holds. Searches from other roots also return genuine odd cycles and cannot go below this minimum.

## Cost

Each opening enters the queue at most once. In a successful run each edge is inspected once from either end, giving \(2|E|\) inspections. A conflict stops the search earlier, and the parent climb costs at most \(O(|V|)\). Time is therefore \(O(|V|+|E|)\), and so is storage with adjacency lists. The all-roots version costs \(O(|V|(|V|+|E|))\) time.

A square array of \(100\times100\) contacts, with constraints between nearest neighbours, has

\[
|E|=2\times100\times99=19\,800 .
\]

The search made 39,600 inspections and returned the checkerboard assignment.

Building the graph can cost more than colouring it. Comparing all pairs among 10,000 openings takes \(10\,000\times9999/2\approx5.0\times10^7\) distance evaluations. Spatial bins can reduce this: list each rectangle in every bin it touches, then search the bins touched by the rectangle enlarged by \(g_c\) on all sides. Any neighbour closer than \(g_c\) intersects the enlarged rectangle, so it cannot be missed.

## Worked example: an odd ring

The rectangles below are in nm.

| Opening | \(x\) range | \(y\) range |
|---|---:|---:|
| A | 0 to 200 | 0 to 800 |
| B | 300 to 500 | 0 to 500 |
| C | 600 to 800 | 0 to 800 |
| D | 450 to 800 | 900 to 1200 |
| E | 0 to 350 | 900 to 1200 |
| F | −300 to −100 | 0 to 500 |
| G | 900 to 1100 | 0 to 500 |

Rule (2) gives A–B, A–E, A–F, B–C, C–D, C–G and D–E, all with 100 nm gaps. The closest unconstrained pairs are A–D and C–E, at \(\sqrt{250^2+100^2}=269\) nm. Any critical gap between 100 and 269 nm would therefore produce the same graph.

Start at F, with neighbours in alphabetical order. The levels are F = 0, A = 1, B = E = 2 and C = D = 3. Inspecting D from C reveals equal levels. The climbs are C–B–A and D–E–A, so \(h=2\) and the odd cycle C–B–A–E–D has five edges. F lies on the shared path to the root and is correctly left out.

Reversing all signs leaves the thin-mask intensity unchanged, so A can be fixed, leaving \(2^6=64\) distinct cases. All were imaged without using the colouring. The lowest attainable value of the worst mid-gap intensity was 0.280, so no assignment meets the dark limit of 0.10.

The graph treats all violations alike, but the image does not. With one violated edge, its midpoint intensity is 0.585 for A–B or B–C, 0.400 for D–E, and 0.280 for A–E or C–D. The last value is below the print threshold of 0.30. The midpoint of a violated gap therefore need not print at nominal dose. Whether the gap bridges also depends on the intensity away from the midpoint. What a conflict proves is that some constraint must be violated, and the images show that in this layout the required darkness is then lost somewhere. Here a dose increase by a factor of \(0.30/0.280=1.07\) would bring that midpoint to threshold.

### Repair

An odd cycle is broken by widening one of its gaps beyond \(g_c\), provided the change creates no new constraint. Removing each of the seven edges in turn confirmed that any of the five ring edges resolves this graph, whereas removing A–F or C–G does not.

Trim E to \(x=0\) to 250 nm and D to \(x=550\) to 800 nm. Their gap becomes 300 nm, and edge D–E disappears. The search now assigns \(\pi\) to A and C and 0 to B, D, E, F and G. The graph has one component, so the other valid assignment is the global reversal.

| Gaps | Assigned phases | All phases 0 |
|---|---:|---:|
| A–B, B–C | 0.021 | 0.544 |
| A–E, C–D | 0.015 | 0.361 |
| A–F, C–G | 0.026 | 0.543 |

Layout, illumination and pupil are the same in both columns. The widened D–E gap has intensity 0.0016 although its two openings have equal phase. Every opening centre is at 0.956 or above. Among the 64 distinct cases, the one with the lowest worst-gap intensity is the assignment found by the search. Refining the source and pupil quadratures changed the gap intensities by at most \(2.9\times10^{-6}\).

## Mask topography and other neglected effects

An etched opening replaces glass of index \(n\) by air over a depth \(d\). Setting the phase difference to \(\pi\),

\[
\frac{2\pi(n-1)d}{\lambda}=\pi
\quad\Longrightarrow\quad
d=\frac{\lambda}{2(n-1)}=\frac{248}{2(0.508)}=244.1\ {\rm nm}
\]

at mask scale, with \(n=1.508\) for fused silica. The last digit follows the rounding of the index: \(n=1.5086\) gives 243.8 nm. This ignores scattering by the trench walls and the film edges.

To size that scattering, a coupled-wave calculation was made for a grating of alternating etched and unetched slots. At wafer scale the slots are \(w=200\) nm wide and repeat with period \(p=600\) nm; the mask is four times larger. Light arrives normally, with its electric field along the slots (TE), and the trench walls are vertical.

Let \(u\) and \(v\) be effective amplitudes for unetched and etched slots, and \(f=w/p=1/3\). An unetched slot centred at the origin has first Fourier coefficient

\[
\frac{u}{p}\int_{-w/2}^{w/2}e^{-2\pi ix/p}\,dx
=\frac{u\sin(\pi f)}{\pi}=fSu,\qquad
S=\frac{\sin(\pi f)}{\pi f}=0.827 .
\]

The etched slot is displaced by \(p/2\), which multiplies its first coefficient by \(-1\). Thus

\[
a_0=f(u+v),\qquad a_1=fS(u-v).
\]

Solving for \(\rho=v/u\) gives

\[
\rho=\frac{a_0-a_1/S}{a_0+a_1/S}.
\]

The computed orders give \(|\rho|=0.875\) and a phase of 179.5°. Going from 40 to 60 diffraction orders on each side changed \(\rho\) by \(2.9\times10^{-4}\).

The first order has \(\lambda/p=0.413\), inside the NA of 0.60; the second, at 0.827, is outside. For on-axis light the image field is

\[
E(x)=a_0+2a_1\cos(2\pi x/p).
\]

With \(\rho\simeq-0.875\), the dark line lies where

\[
\cos\frac{2\pi x}{p}=-\frac{1+\rho}{2S(1-\rho)}
=-\frac{0.125}{2(0.827)(1.875)}=-0.0403 .
\]

Near \(x=p/4\), the cosine is approximately \(-2\pi(x-p/4)/p\), so the shift is \(0.0403\times600/(2\pi)=3.85\) nm, towards the weaker, etched opening. Locating the minimum numerically gives 3.86 nm. The lines on both sides of an etched opening move towards it, so their separations alternate by about \(\pm7.7\) nm around 300 nm. The line stays dark but is misplaced, an error that two-colouring cannot see.

Applying \(\rho\) to the etched openings of the repaired layout raises its worst gap intensity from 0.0258 to 0.0273. A 5 nm etch-depth error, taken separately, gives \(180^\circ\times5/244.1=3.69^\circ\) and raises it to 0.0264. The global reversal is no longer equivalent on such a mask: it etches five openings instead of two, and each dark line shifts the other way, towards the opening that is now etched.

Polarization matters more for darkness. In resist of index 1.75, the two first-order beams of the same grating have \(\sin\theta=0.413/1.75=0.236\). For the polarization with its electric field in the plane of incidence (TM), the horizontal components cancel at the dark line while the vertical ones add. For equal beams the dark-to-bright ratio is

\[
\frac{(2\sin\theta)^2}{(2\cos\theta)^2}=\tan^2\theta=0.059 .
\]

For unpolarized light with equal beam amplitudes, the TE part adds to the bright line alone, and the ratio is \(\sin^2\theta/(1+\cos^2\theta)=0.029\). To compare this with the gap intensities, it must be expressed relative to a large clear area. For ideal amplitudes \(u=1\), \(v=-1\), the dark line then has intensity \(\tfrac12(4fS)^2\sin^2\theta=0.034\), more than the worst scalar gap intensity of 0.026. Adding the two gives a rough estimate of 0.06 for unpolarized light, still below 0.10. If the electric field lies entirely across the gap, the polarization term doubles to 0.068 and the same estimate becomes 0.094, which leaves almost no margin.

These settings are in the rough range of KrF lithography with a fourfold reduction mask. The chromium film, 100 nm thick with index \(0.85+2.0i\), and the resist index are also rough typical values. Real masks break the thin-mask assumption, by about 4 nm in line position for this grating if the openings are not resized to compensate; the shift in other layouts can differ by a few nanometres. It also depends on the assumed film: a 70 nm chromium layer gives \(|\rho|\approx0.85\) and a shift of about 4.8 nm. Topography is not the only placement error. Unequal neighbours move the line even on an ideal thin mask, and in the repaired layout the darkest point of the A–E gap lies about 11 nm from the middle, towards A. Defocus, aberrations, resist diffusion, and mask scattering for TM or oblique light are not sized, so the gap intensities are not predictions of a printed wafer.

## Stability and failure modes

The colouring uses integers and has no rounding error. Sensitivity enters through (2): a gap near \(g_c\) may gain or lose an edge when dose, illumination or slot width changes. Such a layout should be coloured at both ends of the uncertainty in \(g_c\). More edges can create a conflict but cannot remove one.

Adjacency lists must be symmetric. If \(u\) lists \(v\) but \(v\) does not list \(u\), the proof of (4) fails, and the two parent climbs may start at different levels. Duplicate edges do not change the phases but add inspections.

If some openings must share a phase, merge each such group into one vertex before the search. An opposite-phase edge inside a merged group is then an immediate conflict, since it demands \(s_u^2=-1\).

One reported cycle need not be the only one. A repair must break every odd cycle, and moving an opening may create new close pairs. The graph should therefore be rebuilt and searched again after each geometric change. The main computed values are collected in the numerical output below.

## Values computed for the example and the checks

```
graphs on 5 vertices: 1024, with conflict: 648
demo graph: first odd cycle 5, shortest 3 edges
contact array: 10000 openings, 19800 constraints, 39600 inspections
wavelength 248 nm, NA 0.60, partial coherence 0.30
print threshold 0.30, dark limit 0.10 (clear = 1)
long slots: width 200 nm, length 2000 nm
100 nm gap, same phase: I = 0.441
100 nm gap, opposite phase: I = 2.1e-02
critical gap: 174.6 nm
largest same-phase I, wider gaps to 600 nm: 0.087
opening A: x 0..200, y 0..800 nm
opening B: x 300..500, y 0..500 nm
opening C: x 600..800, y 0..800 nm
opening D: x 450..800, y 900..1200 nm
opening E: x 0..350, y 900..1200 nm
opening F: x -300..-100, y 0..500 nm
opening G: x 900..1100, y 0..500 nm
constraints: A-B A-E A-F B-C C-D C-G D-E
smallest unconstrained distance: 269 nm
odd cycle from start F: C-B-A-E-D
assignments imaged (A fixed): 64, fewest violations: 1
conflict layout, lowest possible worst-gap I: 0.280
  only A-B violated: I = 0.585
  only A-E violated: I = 0.280
  only B-C violated: I = 0.585
  only C-D violated: I = 0.280
  only D-E violated: I = 0.400
repaired D: x 550..800, y 900..1200 nm
repaired E: x 0..250, y 900..1200 nm
phases (deg): A=180 B=0 C=180 D=0 E=0 F=0 G=0
valid assignments after repair: 2
  gap A-B: I = 0.0212, all phases 0: 0.544
  gap A-E: I = 0.0149, all phases 0: 0.361
  gap A-F: I = 0.0258, all phases 0: 0.543
  gap B-C: I = 0.0212, all phases 0: 0.544
  gap C-D: I = 0.0149, all phases 0: 0.361
  gap C-G: I = 0.0258, all phases 0: 0.543
widened gap D-E: I = 0.0016
lowest opening-centre I: 0.956
image quadrature shift: 2.9e-06
glass index 1.508, etch depth 244.1 nm (mask scale)
chrome index 0.85 + 2.0i, thickness 100 nm (mask scale)
topography grating: wafer period 600 nm, mask 4x
etched/unetched amplitude: 0.875, phase 179.5 deg
amplitude-ratio change, 40 to 60 orders: 2.9e-04
dark-line shift from topography: 3.86 nm
dark/bright ratio with topography: 6.3e-06
worst gap I: ideal 0.0258, topography 0.0273
etch error 5 nm: 3.69 deg, worst gap I 0.0264
TM dark/bright ratio, resist index 1.75: 0.059
```
